# Exchange Correction to Density of States and Conductivity in Two-Dimensional Diffusive Metals, part 2

We seek the exchange correction to the conductivity of a disordered two-dimensional electron gas with Coulomb repulsion. Units are $\hbar=e=m=k_B=1$; $D$ is the diffusion constant, $\nu$ the density of states for both spins, $\tau$ the scattering time, $l=v\tau$, $\sigma=\nu D$, $\kappa=2\pi\nu$ and $\int_q=\int d^2q/(2\pi)^2$.

Electrons move in a fluctuating potential $u$ with $\langle uu\rangle=-TU$. In Matsubara energies $\varepsilon_n=\pi T(2n+1)$, the Green function $G$ and the matrix $Q$ obey

$$G=(iY-\xi)^{-1},\quad Y=X+i\mathbf v\cdot\mathbf P+\frac{Q}{2\tau},\quad X=\hat\varepsilon+iu. \tag{7}$$

$$\tfrac12v\,\partial\cdot\mathbf g_1+[X,Q]=0,\qquad v\,\partial Q+\frac1{2\tau}[Q,\mathbf g_1]=0. \tag{10}$$

Here $\mathbf P=-i\nabla-\mathbf A$, $\partial Q=\nabla Q-i[\mathbf A,Q]$, $Q^2=1$, and $\mathbf g_1$ is the first angular harmonic. The action, with Tr including $\int d\mathbf r$, is

$$S=\frac{\pi\nu}4\,\mathrm{Tr}\left[D(\partial Q)^2-4XQ\right], \tag{12}$$

Expand $Q=\Lambda+W-\frac12\Lambda W^2+\dots$, where $\Lambda=\mathrm{sgn}\,\hat\varepsilon$ and $W$ connects energies of opposite sign:

$$W_{nk}(\mathbf q)=\frac{2i\,u_{n-k}(\mathbf q)}{Dq^2+|\omega_{n-k}|}, \tag{15}$$

$$\Pi=\frac{\nu Dq^2}{Dq^2+|\omega|},\qquad U=\left[\frac q{2\pi}+\frac{\nu Dq^2}{Dq^2+|\omega|}\right]^{-1}. \tag{16}$$

$$\langle W_{nk}W_{kn}\rangle=w_M\equiv4T\int_q\frac{U(q,\omega_M)}{(Dq^2+\omega_M)^2},\qquad M=|n-k|. \tag{22}$$

Here $\omega_M=2\pi TM$. The density of states at energy $E$ from the Fermi level has a double logarithm:

$$\frac{\delta\nu(E)}\nu=-\frac1{8\pi^2\sigma}\left[\ln\frac1{|E|\tau}\,\ln\frac{D^2\kappa^4\tau}{|E|}-\frac{\pi^2}4\right]. \tag{21}$$

A uniform vector potential along $x$ has components $A_{\pm N}$ at frequencies $\pm\Omega=\pm2\pi TN$, $N>0$, with $A_{nk}=A_{n-k}$ and $a=A_NA_{-N}$. Per unit area $S=(\Omega/T)\,\sigma(i\Omega)\,a$; for $u=0$,

$$S_0=2\pi\nu DN\,a=\frac{\Omega}{T}\,\nu D\,a, \tag{24}$$

The part linear in $A$ is

$$S_A=-\frac{i\pi\nu D}2\mathrm{Tr}\,A(W\nabla_xW-\nabla_xW\,W). \tag{25}$$

Its terms of order $u^2A$ vanish, so the correction is the average of the terms of order $u^2A^2$.

The example has $r_s=1$, $k_Fl=100$, $\tau=50$, $D=50$, $\kappa=2$, $D\kappa^2=200$, $\sigma=15.92$ in atomic units. The opening numbers were conductivity losses of $0.1165\,e^2/\hbar$ from 31.6 to 3.16 K and $0.1166\,e^2/\hbar$ from 3.16 to 0.316 K, with the density of states reduced by 10, 16 and 23 percent at these temperatures.

**Cancellation of the density-of-states terms.** First let $A^2$ act directly on the fluctuations. The terms of second order in $W$ in $-\mathrm{Tr}[A,Q]^2$ are

$$-\mathrm{Tr}[A,W]^2+\mathrm{Tr}[A,\Lambda][A,\Lambda W^2]. \tag{26}$$

A term $A_NA_{-N}W$ with a single $W$ would need an element of $W$ diagonal in energy, and there is none.

The first trace is $-2\,\mathrm{Tr}\,AWAW+2\,\mathrm{Tr}\,A^2W^2$. In $\mathrm{Tr}\,A^2W^2$ the average of $W^2$ is diagonal and the diagonal of $A^2$ is $2a$. For each $M$ there are $M$ pairs of opposite-sign energies in each order, so

$$\langle\mathrm{Tr}\,A^2W^2\rangle=4a\sum_{M>0}M\,w_M. \tag{27}$$

In $\mathrm{Tr}\,AWAW$ both energies of a pair are shifted by $N$ in the same direction between the two factors $W$. The shifted pair must again have opposite signs, which leaves $(M-N)_+\equiv\max(M-N,0)$ of the $M$ pairs. There are two directions of shift and two orders, so

$$\langle\mathrm{Tr}\,AWAW\rangle=4a\sum_{M>0}(M-N)_+w_M,\qquad -\langle\mathrm{Tr}[A,W]^2\rangle=8a\sum_{M>0}\min(M,N)\,w_M, \tag{28}$$

because $M-(M-N)_+=\min(M,N)$.

For the second trace in (26), let $h_n=\langle W^2\rangle_{nn}$. For the $j$-th energy from the Fermi level on either side, $j=0,1,\dots$, it is $h_j=\sum_{M\ge j+1}w_M$. Then

$$\mathrm{Tr}[A,\Lambda][A,\Lambda W^2]=\sum_{nk}A_{nk}A_{kn}(\Lambda_k-\Lambda_n)(\Lambda_nh_n-\Lambda_kh_k). \tag{29}$$

Only opposite signs contribute, each pair giving $-2a(h_n+h_k)$. There are two orders, and in the $N$ pairs each of $n$ and $k$ runs through $j=0,\dots,N-1$. The result is

$$-8a\sum_{j=0}^{N-1}h_j=-8a\sum_{j=0}^{N-1}\sum_{M\ge j+1}w_M=-8a\sum_{M>0}\min(M,N)\,w_M, \tag{30}$$

since a given $w_M$ appears for $j\le M-1$. This cancels (28). The term (30) arises when $\Lambda$ in the Drude action is replaced by the average of $Q$, whose diagonal elements are reduced like the density of states. Both factors $Q$ in the action are reduced, so the relative change is twice the averaged $\delta\nu/\nu$. In this model at first order it is compensated, so the double logarithm of (21) does not appear in the conductivity.

**The third diffuson.** What remains is the change of $W$ caused by $A$. Write $W=w^{(1)}+w^{(2)}$, with $w^{(1)}$ from (15) and $w^{(2)}$ of order $uA$. Inserting this into (25) and integrating by parts to remove gradients from $w^{(2)}$ gives, inside the bracket of (12), the coupling

$$-4iD\,\mathrm{Tr}\,A\,(w^{(2)}\nabla_xw^{(1)}-\nabla_xw^{(1)}w^{(2)})=4iD\,\mathrm{Tr}\,w^{(2)}J,\quad J=[A,\nabla_xw^{(1)}]. \tag{31}$$

The terms of (12) quadratic in $w^{(2)}$ are $\mathrm{Tr}[D(\nabla w^{(2)})^2+2|\hat\varepsilon|(w^{(2)})^2]$. In components this is $\sum(Dq^2+|\omega_{n-k}|)\,w^{(2)}_{nk}(\mathbf q)\,w^{(2)}_{kn}(-\mathbf q)$, because $|\varepsilon_n|+|\varepsilon_k|=|\varepsilon_n-\varepsilon_k|$ for opposite signs. A form $wKw+4iDwJ$ is stationary at $w=-2iDK^{-1}J$, with the value $(-4+8)D^2JK^{-1}J$. Therefore

$$S_2=\pi\nu D^2\sum_{nk}\int_q\frac{\langle J_{nk}(\mathbf q)J_{kn}(-\mathbf q)\rangle}{Dq^2+|\omega_{n-k}|}. \tag{32}$$

Take $\varepsilon_n>0>\varepsilon_k$ and the part of $J_{nk}$ with $A_N$:

$$J_{nk}=iq_xA_N\big(w^{(1)}_{n-N,k}-w^{(1)}_{n,k+N}\big). \tag{33}$$

Both elements carry the transfer $M=n-k-N$ and have equal values if they are allowed. The first is allowed if $\varepsilon_{n-N}>0$, the second if $\varepsilon_{k+N}<0$. When both are allowed they cancel; the current vertex survives only where exactly one is allowed. For given $M>0$ there are $M+N$ positions of the pair. Each condition holds for $M$ of them and both hold for $(M-N)_+$, so exactly one holds for

$$2M-2(M-N)_+=2\min(M,N) \tag{34}$$

positions. For the $A_{-N}$ part of $J_{nk}$ the shifts increase the separation, both elements are allowed, and they cancel.

In the conjugate factor $J_{kn}(-\mathbf q)$ the surviving element has the opposite sign in the bracket, which gives $-1$. The gradients give $(iq_x)(-iq_x)=q_x^2$, replaced by $q^2/2$ under the angular integral. The order $\varepsilon_n<0<\varepsilon_k$ doubles the result. The third denominator has the frequency $\omega_M+\Omega$. Collecting factors,

$$S_2=-8\pi\nu D^2Ta\sum_{M>0}\min(M,N)\int_q\frac{q^2\,U(q,\omega_M)}{(Dq^2+\omega_M)^2(Dq^2+\omega_M+\Omega)}. \tag{35}$$

Dividing by $S_0$ from (24),

$$\frac{\delta\sigma(i\Omega)}\sigma=-4T\sum_{M>0}\frac{\min(\omega_M,\Omega)}\Omega\,f(\omega_M,\Omega),\quad f=\int_q\frac{Dq^2\,U(q,\omega)}{(Dq^2+\omega)^2(Dq^2+\omega+\Omega)}. \tag{36}$$

Two denominators are dressed interaction vertices, and the third is diffusion between the two current vertices. The factor $Dq^2$ suppresses the small momenta that gave the density of states its second logarithm.

Equation (36), including the cancellation before it, was tested by minimizing (12) numerically for one mode of $u$ with $\mathbf q$ along $x$ and $D=q=2\pi T=1$. For such a mode $q_x^2=q^2$, so the prefactor 4 becomes 8, and the relative change per squared amplitude should be $-8\min(M,N)/[N(1+M)^2(1+M+N)]$. For $(M,N)=(1,2)$, $(2,1)$ and $(2,2)$ this is $-0.2500$, $-0.2222$ and $-0.1778$, and the minimization agrees to four decimals.

**The dc limit.** The function $\min(\omega,\Omega)$ cannot be continued from integer $N$ as it stands. Use $\min(M,N)=M-(M-N)_+$ and shift the summation index in the second part:

$$\sum_{M>0}\min(M,N)f(\omega_M,\Omega)=\sum_{M>0}M\,[f(\omega_M,\Omega)-f(\omega_M+\Omega,\Omega)]. \tag{37}$$

The right side is analytic for $\mathrm{Re}\,\Omega>0$, so $\Omega$ may be continued and then sent to zero. With $F(\omega)=f(\omega,0)$ the bracket divided by $\Omega$ becomes $-F'(\omega)$, and

$$\frac{\delta\sigma}\sigma=4T\sum_{M>0}\omega_MF'(\omega_M),\qquad F(\omega)=\int_q\frac{Dq^2\,U(q,\omega)}{(Dq^2+\omega)^3}. \tag{38}$$

An equivalent integral over real frequencies shows the thermal weight. The function $\frac12\cot(z/2T)$ has residue $T$ at each $z=\omega_M$, so the sum is a contour integral around the right half plane. The arc vanishes, and the imaginary axis, passed to the right of $z=0$, contributes

$$T\sum_{M>0}\omega_MF'(\omega_M)=-\frac1{4\pi i}\int_{-i\infty}^{i\infty}dz\,z\cot\frac z{2T}\,F'(z)=\frac1{4\pi i}\int_{-i\infty}^{i\infty}dz\left(z\cot\frac z{2T}\right)'F(z).$$

After the integration by parts the integrand is finite at $z=0$, because the derivative vanishes linearly there while $F$ grows as $1/z$. On $z=iy$, $z\cot(z/2T)=y\coth(y/2T)$. Its derivative is odd in $y$, so only the odd imaginary part of $F$ contributes, and $\mathrm{Im}\,F(iy)=-\mathrm{Im}\,F(-iy)$. Thus

$$\frac{\delta\sigma}\sigma=-\frac2\pi\int_0^\infty d\omega\,\frac{\partial}{\partial\omega}\left[\omega\coth\frac\omega{2T}\right]\mathrm{Im}\,F(-i\omega). \tag{39}$$

The thermal factor tends to 1 for $\omega\gg T$ and to $\omega/3T$ for $\omega\ll T$. Temperature therefore cuts off the low frequencies.

**The logarithm.** For perfect screening the bare term $q/2\pi$ in (16) is negligible and $U=(Dq^2+\omega)/(\nu Dq^2)$. Restricting diffusion to $Dq^2<1/\tau$,

$$F(\omega)=\frac1\nu\int_q\frac1{(Dq^2+\omega)^2}=\frac1{4\pi\sigma}\left[\frac1\omega-\frac1{\omega+1/\tau}\right]. \tag{40}$$

With $L=1/(2\pi T\tau)$, (38) becomes

$$\delta\sigma=-\frac1{2\pi^2}\sum_{M>0}\left[\frac1M-\frac M{(M+L)^2}\right]=-\frac1{2\pi^2}\left[\psi(1+L)+\gamma+L\psi'(1+L)\right], \tag{41}$$

where $M/(M+L)^2=1/(M+L)-L/(M+L)^2$ was used; $\psi$ is the digamma function and $\gamma$ Euler's constant. For $L\gg1$, $\psi(1+L)\to\ln L$ and $L\psi'(1+L)\to1$. Restoring units,

$$\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\left[\ln\frac{\hbar}{2\pi k_BT\tau}+\gamma+1\right]. \tag{42}$$

The additive constant depends on the cutoff, the slope does not. The slope contains no material parameter because screening makes $U$ inversely proportional to $\nu$, and the remaining $1/D$ combines with it into $1/\sigma$. The relative correction is thus inversely proportional to $\sigma$, and the absolute one is universal within this exchange term.

At $T=10^{-5}$ hartree (3.16 K) the example has $L=1/(2\pi\times5\times10^{-4})=318$, so

$$\delta\sigma=-\frac{5.76+0.58+1}{19.74}=-0.372\ \frac{e^2}\hbar .$$

The integral (39) with the actual $U$ and the same momentum cutoff gives $-0.366$, or 2.3 percent of $\sigma$. The difference of $0.006$ hardly changes with temperature and disappears when the bare interaction is made a thousand times stronger; it is the effect of imperfect screening on the constant. The computed changes over the two decades, 0.1166 and 0.1165, agree with

$$\frac{\ln10}{2\pi^2}\,\frac{e^2}\hbar=0.1167\,\frac{e^2}\hbar=2.84\times10^{-5}\ \mathrm S . \tag{43}$$

The agreement in the last digits holds within the diffusion approximation. Beyond it the exchange correction gains a term linear in temperature, about $0.2\,T\tau$ in units of $e^2/\hbar$, which raises the two changes to about 0.1167 and 0.1174. This answers the question raised by the opening numbers: the conductivity has one logarithm and loses equal amounts per decade, while the density of states has two.

**Weak magnetic fields.** A static vector potential $\mathbf A_s(\mathbf r)$ is proportional to the unit matrix in energy. Hence $[\mathbf A_s,Q]=0$, and it drops out of $\partial Q$, of the action (12), and of every result derived from it. In the ladder the two Green functions combine as $G^R(\mathbf r,\mathbf r')G^A(\mathbf r',\mathbf r)=|G^R(\mathbf r,\mathbf r')|^2$, whose magnetic phases cancel. A Zeeman energy adds to $X$ a constant for each spin. It commutes with the $Q$ of that spin, and $\mathrm{Tr}\,Q$ is fixed by $Q^2=1$ for every $Q$ continuously connected to $\Lambda$, so it drops out as well.

The linearization behind (7) omits the bending of orbits. The Lorentz force adds $\omega_c\hat{\mathbf z}\times\mathbf g_1$, up to sign, to the second equation in (10), where $\omega_c=B$ is the cyclotron frequency. After multiplication by $\tau Q$ that equation reads $(1+\omega_c\tau K)\mathbf g_1=-v\tau Q\partial Q$, where $K$ multiplies by $Q$ and rotates by a right angle, so that $K^2=-1$. Its inverse is $(1-\omega_c\tau K)/(1+\omega_c^2\tau^2)$. The part along $Q\partial Q$, and with it $D$, decreases by the relative amount $(\omega_c\tau)^2$ when $\omega_c\tau\ll1$.

The particle-particle ladder, or cooperon, behaves differently. It contains $G^R(\mathbf r,\mathbf r')G^A(\mathbf r,\mathbf r')$, whose phases add, so it diffuses with charge 2 under the operator $D(-i\nabla-2\mathbf A_s)^2$. The lowest Landau level of this operator gives the gap $2DB$.

Ladders computed on a $26\times26$ lattice torus test the contrast. One flux quantum through the torus leaves the smallest nonzero diffuson gap at 0.0393, with a change in the sixth decimal, while it raises the cooperon gap from 0 to 0.0126. In the continuum the flux gives $2B=4\pi/26^2$ and the smallest diffuson momentum gives $q^2=(2\pi/26)^2$, so the ratio of gaps should be $1/\pi=0.318$; the lattice value is 0.322.

In the electron gas at 3.16 K the cooperon gap equals the temperature at $B=T/2D=10^{-7}$ atomic units, or 0.024 T. There $(\omega_c\tau)^2=2.5\times10^{-11}$, so the exchange correction is unchanged for practical purposes. For this dense gas with the free electron mass, $\omega_c\tau$ reaches 0.1 only at 470 T.

**What a measured slope contains.** Weak localization comes from the cooperon. At zero field its logarithm is cut off by the dephasing rate, which depends on temperature. Once $2DB$ well exceeds that rate, the field sets the cutoff, and the contribution of weak localization to the slope falls off in proportion to the dephasing rate divided by $2DB$; a part independent of temperature remains until $2DB\tau\sim1$. The Hartree part of the interaction correction includes, besides fluctuations diagonal in spin, others that mix the two spins; for the latter a Zeeman energy does not commute with $Q$, so this share of the Hartree part is sensitive to it. Neither is included in (42), so the total slope of a real film need not be $1/2\pi^2$. In the example $\kappa/2k_F=0.71$, and an estimate with the statically screened repulsion shows the Hartree part cancelling 40 to 50 percent of the exchange slope at zero field. The interaction correction in the cooperon channel is also left out; it responds to a field once $2DB$ is of order $T$. The result also requires $k_BT\tau/\hbar\ll1$, since at higher temperature an electron does not diffuse within the time $\hbar/k_BT$. At the low end it requires $|\delta\sigma|\ll\sigma$. In the example the conductivity correction at 0.316 K is 3 percent, so this condition is well satisfied where the density of states is already reduced by 23 percent. The values behind these comparisons are listed in the numerical output.

## Calculated quantities

```
ladder vertex at ql=0.05, omega tau=0.002: 309.00; formula 307.69
diffusion equation, relative residual: 0.0782; fields scaled down: 0.0200
conductivity kernel from minimized action (D=q=2piT=1):
  omega=1, Omega=2: numeric -0.25000, formula -0.25000
  omega=2, Omega=1: numeric -0.22221, formula -0.22222
  omega=2, Omega=2: numeric -0.17778, formula -0.17778
density-of-states kernel, omega=2: numeric -0.22222, formula -0.22222
r_s = 1.0 bohr, k_F l = 100, k_F = 1.4142 1/bohr
tau = 50.00 a.u., 1/tau = 0.0200 hartree, D = 50.00 a.u.
nu = 0.31831 a.u., kappa = 2.000 1/bohr, D kappa^2 = 200.0 hartree
sigma = 15.9155 e^2/hbar; momentum cutoff = 0.0200 1/bohr
d_nu/nu at T=0 (frequencies above 1/tau dropped):
  E = 1e-06 hartree: integral -0.22126, double log -0.22126
  E = 1e-05 hartree: integral -0.15543, double log -0.15543
  E = 1e-04 hartree: integral -0.09805, double log -0.09804
  E = 1e-03 hartree: integral -0.04909, double log -0.04909
d_nu/nu at E=0 and d_sigma in e^2/hbar:
  T = 1e-06 hartree = 0.316 K: d_nu/nu -0.22614
    d_sigma integral: actual screening -0.48285, strong -0.48850
    d_sigma closed -0.48851, log -0.48851
    d_sigma/sigma, actual screening: -0.03034
  T = 1e-05 hartree = 3.158 K: d_nu/nu -0.15986
    d_sigma integral: actual screening -0.36624, strong -0.37185
    d_sigma closed -0.37186, log -0.37186
    d_sigma/sigma, actual screening: -0.02301
  T = 1e-04 hartree = 31.578 K: d_nu/nu -0.10201
    d_sigma integral: actual screening -0.24973, strong -0.25520
    d_sigma closed -0.25521, log -0.25521
    d_sigma/sigma, actual screening: -0.01569
d_nu/nu at E=0, T=1e-5 hartree, Matsubara sum: -0.15986
d_sigma change 1e-6 to 1e-5 hartree: 0.11661 e^2/hbar
d_sigma change 1e-5 to 1e-4 hartree: 0.11651 e^2/hbar
  formula ln(10)/(2 pi^2): 0.11665 e^2/hbar = 2.8394e-05 S
lattice 26x26, damping 1.0, energy -1.0 (hopping units)
diffuson gap: no field 0.039265, one flux quantum 0.039264
cooperon gap: no field 0.000000, one flux quantum 0.012639
cooperon gap over diffuson gap: 0.3219; continuum 1/pi = 0.3183
field where 2DB = T at T=1e-5 hartree: 1.00e-07 a.u. = 0.0235 T
(omega_c tau)^2 at that field: 2.50e-11
field where omega_c tau = 0.1: 470.1 T
```
